# Breit Hamiltonian of two spin-zero charges and its Klein-Gordon limit, part 2

We seek the Hamiltonian and bound levels, through order \(1/c^2\), of two distinct spin-zero particles with renormalized masses \(m_1,m_2\), charges \(e_1=-1\), \(e_2=+Z\), momenta \(\mathbf p_a\), separation \(r\) and reduced mass \(\mu=m_1m_2/(m_1+m_2)\). Atomic units are used: \(\hbar\), the elementary charge and the electron mass are 1, and \(c\) is about 137.036.

The fields \(\varphi_a\) couple to the vector potential \(\mathbf A\) through \(\mathbf D=\nabla-i(e_a/c)\mathbf A\), in Coulomb gauge \(\nabla\cdot\mathbf A=0\). A free particle wave of energy \(E\), rest energy included, in volume \(\Omega\) has amplitude \(c/\sqrt{2E\Omega}\).

Already found are the kinetic terms \(p_a^2/2m_a-p_a^4/8m_a^3c^2\) and the Coulomb energy \(-Z/r\), which has no contact (Darwin) correction at order \(1/c^2\). A seagull is a vertex where two photons meet a charged line at one point; its time part is already accounted for.

For Coulomb states of mass \(m\), with quantum numbers \(n,l\) and \(u(r)\) equal to \(r\) times the radial wave function, \(\langle1/r\rangle=mZ/n^2\) and

\[
\left\langle\frac1{r^2}\right\rangle=\frac{2m^2Z^2}{n^3(2l+1)},
\]

\[
\langle p^4\rangle=m^4Z^4\left[\frac8{n^3(2l+1)}-\frac3{n^4}\right].
\]

The fixed-centre comparison is the Klein-Gordon equation with \(V=-Z/r\),

\[
(E-V)^2\psi=(c^2p^2+m^2c^4)\psi .
\]

With \(a=Z/c\), its levels are

\[
E=\frac{mc^2}{\sqrt{1+a^2/N^2}},\qquad
N=n-l-\tfrac12+\sqrt{(l+\tfrac12)^2-a^2}.
\]

Omitting \(V^2\) gives \(N=n\). For 1s, the opening expansion is

\[
E-mc^2=mc^2\left[-\frac{a^2}{2}-\frac{5a^4}{8}-\frac{21a^6}{16}-\dots\right].
\]

The target for \(m_2\to\infty\) is the Klein-Gordon correction

\[
-\frac{m_1Z^4}{c^2}\left[\frac1{n^3(2l+1)}-\frac3{8n^4}\right].
\]

The exchange of transverse photons, described by \(\mathbf A\), comes next.

### One transverse photon

Expanding the covariant gradient gives

\[
|\mathbf D\varphi|^2=|\nabla\varphi|^2+\frac{ie}c\mathbf A\cdot(\varphi^*\nabla\varphi-\varphi\nabla\varphi^*)+\frac{e^2}{c^2}\mathbf A^2|\varphi|^2 .
\]

With the one-particle amplitudes \(c/\sqrt{2E\Omega}\) and \(E\simeq mc^2\), the middle term becomes \(-(e/mc)\mathbf p\cdot\mathbf A\). The average \((\mathbf p+\mathbf p')/2\) may be replaced by \(\mathbf p\), because the difference is along the photon momentum, to which \(\mathbf A\) is perpendicular. The last term becomes \(e^2\mathbf A^2/(2mc^2)\), the space part of the seagull.

A photon of momentum \(\mathbf q\) has energy \(\omega=cq\), and each mode of \(\mathbf A\) has amplitude \(\sqrt{2\pi c^2/(\Omega\omega)}\). Either particle can emit it. Both time orders have the denominator \(-\omega\), if atomic energy differences are neglected beside \(\omega\). Summing over the two polarizations yields the interaction in momentum space:

\[
2\,\frac{e_1e_2}{m_1m_2c^2}\,\frac{2\pi c^2}{\omega}\left(-\frac1\omega\right)p_{1i}P_{ij}p_{2j}
=-\frac{4\pi e_1e_2}{m_1m_2c^2q^2}\,p_{1i}P_{ij}p_{2j},
\]

where \(P_{ij}=\delta_{ij}-q_iq_j/q^2\) and repeated indices are summed. Typical \(q\) is \(\mu Z\), and typical atomic energies are \(\mu Z^2\). The neglected ratio is therefore of order \(Z/c\), so retardation can first enter at order \(1/c^3\).

The sign and size can be checked where the energy is conserved. In the frame with \(\mathbf p_1=\mathbf p\) and \(\mathbf p_2=-\mathbf p\), let the scattering angle be \(\theta\), with \(|\mathbf p'|=|\mathbf p|\). The covariant one-photon amplitude contains the product of the four-vectors \(p_a+p_a'\). Relative to its Coulomb part it is

\[
1+\frac{c^2(\mathbf p+\mathbf p')^2}{4E_1E_2}\simeq1+\frac{p^2\cos^2(\theta/2)}{m_1m_2c^2}.
\]

In Coulomb gauge the added fraction is \([p^2-(\mathbf p\cdot\mathbf q)^2/q^2]/(m_1m_2c^2)\). Here \(q=2p\sin(\theta/2)\) and \(\mathbf p\cdot\mathbf q=-2p^2\sin^2(\theta/2)\) for \(\mathbf q=\mathbf p'-\mathbf p\). The bracket is \(p^2-p^2\sin^2(\theta/2)\), so the two amplitudes agree. They were also compared numerically at three angles.

### From momentum space to an operator

The Fourier transform of \(4\pi/q^2\) is \(1/r\). That of \(4\pi/q^4\), up to terms removed by two derivatives, is \(-r/2\), since \(-\nabla^2(-r/2)=1/r\). Replacing \(q_iq_j\) by \(-\partial_i\partial_j\),

\[
\frac{4\pi q_iq_j}{q^4}\longrightarrow\partial_i\partial_j\frac r2=\frac{\delta_{ij}-r_ir_j/r^2}{2r}.
\]

Subtracting this from \(\delta_{ij}/r\) gives

\[
\frac{4\pi P_{ij}}{q^2}\longrightarrow T_{ij}=\frac1{2r}\left(\delta_{ij}+\frac{r_ir_j}{r^2}\right).
\]

Because \(q_iP_{ij}=0\), also \(\partial_iT_{ij}=0\). A momentum can thus be moved through \(T_{ij}\) without producing a commutator, and no ordering ambiguity arises.

In the frame of zero total momentum set \(\mathbf p_1=\mathbf p\), \(\mathbf p_2=-\mathbf p\). The minus sign from \(\mathbf p_2\) cancels the minus sign of photon exchange; \(e_1e_2=-Z\) then makes the term negative. Without the rest energies, the Breit Hamiltonian is

\[
H=\frac{p^2}{2\mu}-\frac Zr-\frac{p^4}{8c^2}\left(\frac1{m_1^3}+\frac1{m_2^3}\right)-\frac Z{m_1m_2c^2}\,p_iT_{ij}p_j .
\]

It holds through order \(1/c^2\). The eigenvalues of \(T_{ij}\) are \(1/r\) along the separation and \(1/2r\) across it, all positive, so the last term lowers every bound state in first order. Classically, opposite charges moving in opposite directions carry parallel currents, and these attract.

Besides a self-coupling \(|\varphi_a|^4\) of each field, the symmetries allow a contact term \(|\varphi_1|^2|\varphi_2|^2\) between the two, which would give an interaction proportional to \(\delta(\mathbf r)\). Its renormalized strength is taken as zero. This is a choice of model, not a consequence of gauge symmetry.

### The mean current interaction

First-order perturbation theory uses Coulomb states of mass \(\mu\). Separate the gradient into radial and angular parts. The angular part gives \(l(l+1)|\psi|^2/r^2\) after integration over angles, and therefore

\[
\langle p_iT_{ij}p_j\rangle=\left\langle p_i\frac1rp_i\right\rangle-\frac{l(l+1)}2\left\langle\frac1{r^3}\right\rangle .
\]

The subtraction appears because \(T_{ij}\) has half the weight \(1/r\) in the two transverse directions. For the first term use \([p_i,[p_i,1/r]]=-\nabla^2(1/r)=4\pi\delta(\mathbf r)\). Expanding the double commutator gives

\[
p_i\frac1rp_i=\frac12\left(p^2\frac1r+\frac1rp^2\right)-2\pi\delta(\mathbf r).
\]

With \(p^2\psi=2\mu(\varepsilon_0+Z/r)\psi\), \(\varepsilon_0=-\mu Z^2/2n^2\), and the means of \(1/r\) and \(1/r^2\) from the first half with \(m\to\mu\), this becomes

\[
\left\langle p_i\frac1rp_i\right\rangle=\mu^3Z^3\left[-\frac1{n^4}+\frac4{n^3(2l+1)}\right]-2\pi|\psi(0)|^2 .
\]

Two further means follow from the radial equation

\[
-\frac{u''}{2\mu}+\left[\frac{l(l+1)}{2\mu r^2}-\frac Zr\right]u=\varepsilon_0u .
\]

For \(l\ge1\) the mean radial force vanishes, so \(l(l+1)\langle r^{-3}\rangle=\mu Z\langle r^{-2}\rangle=2\mu^3Z^3/[n^3(2l+1)]\). For \(l=0\), multiply the equation by \(u'\) and integrate. The first term gives \(u'(0)^2/4\mu\), the Coulomb term gives \(-\tfrac12Z\langle r^{-2}\rangle\), and the right side gives zero. Thus

\[
|\psi(0)|^2=\frac{u'(0)^2}{4\pi}=\frac{\mu Z}{2\pi}\left\langle\frac1{r^2}\right\rangle=\frac{\mu^3Z^3}{\pi n^3}.
\]

For \(l\ge1\) the factor 4 is reduced to 3 by the subtraction. For \(l=0\) it is reduced by 2. One formula covers both:

\[
\langle p_iT_{ij}p_j\rangle=\mu^3Z^3\left[\frac3{n^3(2l+1)}-\frac1{n^4}-\frac{\delta_{l0}}{n^3}\right].
\]

For \(\mu=Z=1\) it gives \(1\), \(3/16\) and \(1/16\) in 1s, 2s and 2p. Direct integration of the momentum-space exchange amplitude gives the same three values, which tests the Fourier transform and the s-state term together.

### The energy shift and its limit

The identity

\[
\frac1{m_1^3}+\frac1{m_2^3}=\frac1{\mu^3}-\frac3{\mu m_1m_2}
\]

follows by cubing \(1/m_1+1/m_2=1/\mu\). The kinetic contribution is therefore

\[
-\frac{\mu Z^4}{8c^2}\left(1-\frac{3\mu^2}{m_1m_2}\right)\left[\frac8{n^3(2l+1)}-\frac3{n^4}\right].
\]

Collect the terms proportional to \(\mu^2/(m_1m_2)\), with \(-\mu Z^4/c^2\) outside. The kinetic part supplies \(-3/[n^3(2l+1)]+9/(8n^4)\). The current part supplies \(3/[n^3(2l+1)]-1/n^4-\delta_{l0}/n^3\). The terms with \(2l+1\) cancel, leaving

\[
\Delta E=-\frac{\mu Z^4}{c^2}\left\{\frac1{n^3(2l+1)}-\frac3{8n^4}+\frac{\mu^2}{m_1m_2}\left[\frac1{8n^4}-\frac{\delta_{l0}}{n^3}\right]\right\}.
\]

When \(m_2\to\infty\), \(\mu\to m_1\) and \(\mu^2/(m_1m_2)\to0\). The Klein-Gordon correction is recovered for every \(n\) and \(l\). This limit checks the kinetic term of the light particle and the absence of an extra \(V^2\) or Darwin term for it. The corresponding terms of the heavy particle vanish in the limit and are not tested. The current term vanishes too; the covariant amplitude checked that one.

The approach to the limit is linear in \(x=m_1/m_2\). For 1s the braces are \(5/8-(7/8)x/(1+x)^2\), and \(\mu=m_1/(1+x)\), so

\[
\Delta E_{1s}=-\frac{m_1Z^4}{c^2}\left[\frac58-\frac32x+O(x^2)\right].
\]

Relative to the fixed-centre correction, the magnitude is reduced by \(12x/5\) at first order. Of the coefficient \(3/2\), \(5/8\) comes from the change in \(\mu\) and \(7/8\) from the explicit recoil bracket.

### When the space seagull acts between the particles

Three uses of the term \(e^2\mathbf A^2/(2mc^2)\) are considered here. Processes in which one of its photons goes to the other particle and the second returns to a current of the same particle are radiative corrections, and are left aside. With both photon operators contracted on the same particle it gives a shift of \(m^2\), absorbed in the mass. With two photons absorbed by currents of the other particle, \(\mathbf A\) is of order \(e_2\mathbf p_2/(m_2cr)\), and the energy is of order \(1/c^4\). With a seagull at each end, two photons are exchanged, and the power of \(c\) is different.

Hold the particles at rest a distance \(r\) apart and put \(g_a=e_a^2/(2m_ac^2)\). Second-order perturbation theory has two orders and a denominator \(\omega+\omega'\). Writing its inverse as \(\int_0^\infty e^{-(\omega+\omega')\tau}d\tau\) factorizes the photon sums:

\[
U=-4g_1g_2\int_0^\infty W_{ij}W_{ij}\,d\tau,\qquad
W_{ij}=\int\frac{d^3q}{(2\pi)^3}\frac{2\pi c}{q}P_{ij}e^{i\mathbf q\cdot\mathbf r-cq\tau}.
\]

One factor 2 comes from the orders and one from the two ways of pairing the photons. Without \(P_{ij}\), the integral is \(w=c/[\pi(r^2+\sigma^2)]\), where \(\sigma=c\tau\). Let \(W_r\) and \(W_t\) be the components of \(W_{ij}\) along and across \(\mathbf r\). The trace gives \(W_r+2W_t=2w\). Zero divergence gives \(W_r'+2(W_r-W_t)/r=0\). Eliminating \(W_t\),

\[
\frac{d}{dr}(r^3W_r)=2r^2w,\qquad
r^3W_r=\frac{2c}\pi\left(r-\sigma\arctan\frac r\sigma\right).
\]

Define \(t=\sigma/r\), \(A=1-t\arctan(1/t)\) and \(B=1/(1+t^2)\). Then \(W_r=2cA/(\pi r^2)\), \(W_t=c(B-A)/(\pi r^2)\), and

\[
U=-\frac{Z^2}{m_1m_2c^3r^3}K,\qquad
K=\frac1{\pi^2}\int_0^\infty(6A^2-4AB+2B^2)\,dt .
\]

Differentiation shows \(tA'=A-B\). Multiplying by \(A\) and integrating by parts gives \(-\tfrac12\int A^2=\int A^2-\int AB\), so the first two terms of \(K\) cancel. With \(\int_0^\infty B^2dt=\pi/4\),

\[
K=\frac1{2\pi},\qquad U=-\frac{Z^2}{2\pi m_1m_2c^3r^3}.
\]

An independent integral over imaginary frequencies gives the same \(K\). Thus the space seagull first acts between the particles at order \(1/c^3\), beyond the Breit Hamiltonian. This is one contribution at that order, not the full correction; retardation and radiative terms are also present. In s states the mean of \(1/r^3\) diverges at small distance, where static particles are no longer a valid approximation and the contact coupling matters.

### A model pair in numbers

Choose \(m_1=1\), \(m_2=10\) electron masses and \(Z=4\). These are model parameters. The reduced mass is 0.909091, and the length \(1/(\mu Z)\) is 0.1455 angstrom. The 1s Bohr energy is \(-\tfrac12(0.909091)(16)(27.2114)=-197.901\) eV.

For the 1s correction, \((\mu Z)^3=48.084\) and \((\mu Z)^4=174.85\) in atomic units. The two contributions are

\[
-\frac{5(174.85)(1+0.001)}{8(137.036)^2}\,27.2114\ \text{eV}=-0.1585\ \text{eV},
\]

\[
-\frac{4(48.084)}{10(137.036)^2}\,27.2114\ \text{eV}=-0.0279\ \text{eV}.
\]

Their sum is \(-0.1864\) eV, and the level through order \(1/c^2\) is \(-198.087\) eV. The corresponding shifts of 2s and 2p are \(-0.0310\) and \(-0.0064\) eV, so 2s lies 0.0246 eV below 2p.

With a fixed centre the 1s shift of order \(1/c^2\) is \(-0.23185\) eV. The two-body value moves from \(-0.18638\) eV at \(m_2=10\) to \(-0.23129\) eV at 1000 and \(-0.23179\) eV at 10000. At the last mass the linear law predicts a reduction of \(2.4\times10^{-4}\) relative to the fixed-centre shift, or 0.00006 eV, as found.

The full Klein-Gordon shift is \(-0.23226\) eV. Its excess over the \(1/c^2\) value is about 0.18 percent of that value. The opening expansion explains this: the next term has relative size \((21/16)/(5/8)\,(Z/c)^2=2.1(Z/c)^2\). If \(V^2\) is omitted, the 1s shift becomes \(+0.1390\) eV, and 2s and 2p both shift by \(+0.0087\) eV.

For the two-body 2p state, \(\langle r^{-3}\rangle=(\mu Z)^3/24\), and the double-seagull energy is \(-5.4\times10^{-6}\) eV, less than a thousandth of the Breit shift of that state. The numerical output below gives the remaining digits and levels.

## Calculated quantities

```
m1 = 1, m2 = 10 electron masses, Z = 4
speed of light = 137.035999 atomic units
Hartree energy = 27.211386 eV
reduced mass = 0.909091 electron masses
length 1/(mu Z) = 0.145524 angstrom
<pTp> for mu=Z=1, atomic units: momentum space, position space
  n=1 l=0: 1.0000000  1.0000000
  n=2 l=0: 0.1875000  0.1875000
  n=2 l=1: 0.0625000  0.0625000
Two-body levels in eV: Bohr, kinetic, transverse, shift, total
  n=1 l=0: -197.900991 -0.158513 -0.027870 -0.186383 -198.087374
  n=2 l=0: -49.475248 -0.025758 -0.005226 -0.030984 -49.506232
  n=2 l=1: -49.475248 -0.004623 -0.001742 -0.006365 -49.481613
1s Breit shift in eV as m2 grows (m2 in electron masses)
  m2=10: -0.186383
  m2=100: -0.226401
  m2=1000: -0.231292
  m2=10000: -0.231791
Fixed centre, in eV: Bohr, 1/c^2 shift, full KG shift, no-V^2 shift
  n=1 l=0: -217.691090 -0.231847 -0.232263 0.139009
  n=2 l=0: -54.422772 -0.037675 -0.037731 0.008693
  n=2 l=1: -54.422772 -0.006762 -0.006764 0.008693
double-seagull K: frequency 0.1591549, time 0.1591549
double-seagull energy in 2p, two-body = -5.395e-06 eV
```
